# The logarithmic dipole potential of a slow two-level atom, part 2

A standing wave of laser light pushes the atoms of a beam sideways and can focus them near its nodes. We seek the potential of the mean force on a slow two-level atom, with ground state $|g\rangle$ and excited state $|e\rangle$. In the algebra $\hbar=1$. Here $\Delta=\omega_L-\omega_0$ is the laser frequency minus the atomic frequency, $\Gamma$ the decay rate of the excited state, $\Omega(\mathbf r)$ the real Rabi frequency and $\rho$ the density matrix. In the rotating-wave approximation

$$H=-\Delta|e\rangle\langle e|+\frac{\Omega(\mathbf r)}{2}\big(|e\rangle\langle g|+|g\rangle\langle e|\big).$$

The first derivation used the optical Bloch equations,

$$\dot\rho_{eg}=\Big(i\Delta-\frac{\Gamma}{2}\Big)\rho_{eg}-\frac{i\Omega}{2}(\rho_{gg}-\rho_{ee}),$$

$$\dot\rho_{ee}=-\Gamma\rho_{ee}-\Omega\,\mathrm{Im}\,\rho_{eg},\qquad \rho_{gg}+\rho_{ee}=1.$$

With $D=\Delta^2+\Gamma^2/4$ and $s=\Omega^2/(2D)$, their steady state gave $\rho_{ee}=s/[2(1+s)]$ and the mean force $-\nabla U$ with $U=(\Delta/2)\ln(1+s)$.

The second derivation starts from the eigenvalues of $H$,

$$\lambda_\pm=\frac{-\Delta\pm\Omega'}{2},\qquad \Omega'=\sqrt{\Delta^2+\Omega^2}.$$

With $\cos2\theta=\Delta/\Omega'$ and $\sin2\theta=\Omega/\Omega'$, the eigenstates, called dressed states, are

$$|+\rangle=\cos\theta\,|g\rangle+\sin\theta\,|e\rangle,\qquad |-\rangle=-\sin\theta\,|g\rangle+\cos\theta\,|e\rangle .$$

For $\Delta>0$ the state $|+\rangle$ becomes the ground state in the dark; for $\Delta<0$ the state $|-\rangle$ does. An atom that stays in one level feels the force

$$\mathbf F_\pm=-\nabla\lambda_\pm=\mp\frac{\Omega\nabla\Omega}{2\Omega'} .$$

The mean force depends on how the atom divides its time between the levels.

The general tests in the final list of values belong to the first derivation, with $\Gamma=1$. The work was computed for $\Delta=1.5$ and $\Omega=3\sin x\,e^{-z^2/4}$, from $(x,z)=(0.2,-0.5)$ to $(1.3,0.7)$, on a straight path and on one with a corner at $(1.3,-0.5)$. The travelling-wave force is the radiation pressure $k\Gamma\rho_{ee}$ for a coupling $(\Omega/2)e^{ikx}$ with uniform $\Omega$. The lag ratio is the growth of the deviation of $2\,\mathrm{Re}\,\rho_{eg}$ from its local steady state at $kx=\pi/4$ when $kv$ doubles from $0.005$ to $0.01$, for $\Delta=2$ and $\Omega=1.5\sin kx$.

### Jumps between the levels

Spontaneous emission acts through $\sigma=|g\rangle\langle e|$. It contributes $\Gamma(\sigma\rho\sigma^\dagger-\tfrac12\sigma^\dagger\sigma\rho-\tfrac12\rho\sigma^\dagger\sigma)$ to $\dot\rho$. Its matrix elements in the dressed basis are

$$\langle-|\sigma|+\rangle=-\sin^2\theta,\qquad \langle+|\sigma|-\rangle=\cos^2\theta,\qquad \langle+|\sigma|+\rangle=\sin\theta\cos\theta .$$

Let $P_\pm$ be the dressed populations, and neglect the coherence between the levels for the moment. Level $|+\rangle$ loses population at the rate $\Gamma\sin^2\theta$ and regains the part $\Gamma\sin^2\theta\cos^2\theta$, from emissions that end in the same level. The net loss rate is $\Gamma\sin^2\theta(1-\cos^2\theta)=\Gamma\sin^4\theta$. Hence

$$\dot P_+=-\Gamma\sin^4\theta\,P_++\Gamma\cos^4\theta\,P_- .$$

In the steady state $P_+/P_-=\cos^4\theta/\sin^4\theta$, and with $P_++P_-=1$

$$P_+-P_-=\frac{\cos^4\theta-\sin^4\theta}{\cos^4\theta+\sin^4\theta}.$$

The numerator is $(\cos^2\theta-\sin^2\theta)(\cos^2\theta+\sin^2\theta)=\cos2\theta$. The denominator is $1-2\sin^2\theta\cos^2\theta=1-\tfrac12\sin^22\theta=\tfrac12(1+\cos^22\theta)$. Therefore

$$P_+-P_-=\frac{2\cos2\theta}{1+\cos^22\theta}=\frac{2\Delta\Omega'}{\Omega'^2+\Delta^2}.$$

### The mean force again

Weighting the two forces with the populations gives

$$\mathbf F=-(P_+-P_-)\frac{\Omega\nabla\Omega}{2\Omega'}=-\frac{\Delta\,\Omega\nabla\Omega}{2\Delta^2+\Omega^2}.$$

Since $\Omega\nabla\Omega=\tfrac12\nabla(\Omega^2)$, integration from the dark gives

$$U=\frac{\Delta}{2}\ln\frac{2\Delta^2+\Omega^2}{2\Delta^2}=\frac{\Delta}{2}\ln\Big(1+\frac{\Omega^2}{2\Delta^2}\Big).$$

This is the first result with $\Gamma^2/4$ dropped from $D$. In a test at $\Delta=\pm2$ and $\Omega=0.6$ and $3$, jump rates and slopes taken from numerical diagonalization reproduced the slope of the logarithm to within $10^{-7}$.

The missing $\Gamma^2/4$ comes from the neglected coherence. Emission drives $\rho_{+-}$ with a real term of order $\Gamma$, while the level splitting rotates it: $\dot\rho_{+-}=-i\Omega'\rho_{+-}+O(\Gamma)$. In the steady state it is of order $\Gamma/\Omega'$ and, at this order, imaginary. Its contribution to the force is $-2\,\mathrm{Re}(\rho_{+-}\langle-|\nabla H|+\rangle)$, and the matrix element is real, equal to $(\nabla\Omega/2)\cos2\theta$. The first-order part thus gives no force. Nor does it change the populations, because the matrix elements of $\sigma$ are real and only the real part of $\rho_{+-}$ enters $\dot P_\pm$. The correction therefore starts at second order in $\Gamma/\Omega'$.

### What an atom feels before it jumps

An atom that enters from the dark in its ground state and does not jump has the potential

$$U_g=\frac{\Delta}{2}\Big(\sqrt{1+\Omega^2/\Delta^2}-1\Big)\simeq\frac{\Delta}{2}\big(\sqrt{1+2s}-1\big),\qquad |\Delta|\gg\Gamma .$$

The two expansions are

$$\sqrt{1+2s}-1=s-\frac{s^2}{2}+\frac{s^3}{2}-\dots,\qquad \ln(1+s)=s-\frac{s^2}{2}+\frac{s^3}{3}-\dots$$

They differ first by $s^3/6$. The populations explain why. For weak light and $\Delta>0$ (for $\Delta<0$ sine and cosine exchange roles), $\theta^2\simeq s/2$, so the other level holds a fraction of about $\sin^4\theta\simeq s^2/4$. Each atom there has the opposite force, which lowers the mean force by the relative amount $s^2/2$. Integrating $(\Delta/2)(s^2/2)\,ds$ gives $(\Delta/2)s^3/6$.

In strong light the two potentials separate: $U_g$ grows in proportion to $|\Omega|$, while $U$ grows logarithmically. The logarithm is then an average over atoms, or over many jumps of one atom, and the force on one atom switches between opposite values.

### What each derivation assumes

Both derivations assume two levels, the rotating-wave approximation, uniform $\Delta$ and $\Gamma$, a real light amplitude and a classical atomic position. Both give a mean force.

The Bloch derivation holds for any ratio $\Gamma/|\Delta|$. It requires the whole internal state to follow its local steady state. It yields the mean quickly but does not show what a single atom does.

The dressed-level derivation requires $\Gamma\ll|\Delta|$, so that the levels are well separated even at a node. It splits slowness into two conditions. First, motion must not itself cause transitions. Differentiating $\tan2\theta=\Omega/\Delta$ gives $\nabla\theta=\Delta\nabla\Omega/(2\Omega'^2)$, so this condition reads $|\Delta\,\mathbf v\cdot\nabla\Omega|/(2\Omega'^2)\ll\Omega'$. Secondly, the populations must have time to settle, at the rate $\Gamma(\cos^4\theta+\sin^4\theta)$, which lies between $\Gamma/2$ and $\Gamma$. At low saturation the second condition loses its force, because an atom that has not settled feels nearly the same potential.

### From the potential to a lens

Let the atoms travel along $z$ with kinetic energy $E$ through

$$s=s_0\sin^2(kx)\,e^{-2z^2/w^2},$$

where $k$ is the optical wave number and $w$ the beam radius. Take $\Delta>0$. Near the node at $x=0$, $s$ is small and $U\simeq(\Delta/2)s_0k^2x^2e^{-2z^2/w^2}$. The equation of motion is $M\ddot x=-\Delta s_0k^2xe^{-2z^2/w^2}$. The speed $v$ along $z$ is nearly constant when $U\ll E$, so $\ddot x=v^2x''$ with primes for $d/dz$. Since $Mv^2=2E$,

$$x''=-\kappa^2e^{-2z^2/w^2}x,\qquad \kappa^2=\frac{\Delta s_0k^2}{2E}.$$

If $x$ hardly changes inside the light, an atom arriving parallel to the axis leaves with the slope $-\kappa^2x\int e^{-2z^2/w^2}dz=-x/f$, where

$$\frac1f=\kappa^2w\sqrt{\frac{\pi}{2}} .$$

The next correction accounts for the inward motion during the crossing. At depth $z$ the atom has moved inwards by $x\kappa^2\int_{-\infty}^{z}(z-z')e^{-2z'^2/w^2}dz'$. Averaged over the light profile, this is $x/f$ times the mean positive part of $z-z'$, with $z$ and $z'$ independent Gaussian variables of standard deviation $w/2$. Their difference has standard deviation $w/\sqrt2$, and its mean positive part is $(w/\sqrt2)/\sqrt{2\pi}=w/(2\sqrt\pi)$. The deflection is weaker by the fraction $w/(2\sqrt\pi f)$, so the focus lies near $f+w/(2\sqrt\pi)$, up to terms of order $w^2/f$.

### A worked example

The inputs are rough, rounded values in the regime of laser-focused chromium deposition: wavelength 425 nm, mass 52 u, $\hbar\Gamma=2\times10^{-8}$ eV, $\hbar\Delta=8\times10^{-7}$ eV, peak $\hbar\Omega=3.6\times10^{-7}$ eV, $w=10^5$ nm and $E=0.30$ eV. The peak saturation is

$$s_0=\frac{(3.6\times10^{-7})^2/2}{(8\times10^{-7})^2+(1\times10^{-8})^2}=0.1012 .$$

The barrier between neighbouring nodes is

$$U_0=(4\times10^{-7}\ \mathrm{eV})\ln(1.1012)=3.86\times10^{-8}\ \mathrm{eV},$$

or $4.5\times10^{-4}$ K in temperature units. The weak-field form $\hbar\Delta s_0/2$ gives $4.05\times10^{-8}$ eV, about 5% more than the logarithm. The ground-like level alone gives a barrier 0.16% above the logarithm, of which 0.145% is the difference of the two functions at equal $s$ (leading estimate $s_0^2/6=0.17\%$, reduced by higher orders) and 0.015% comes from the $\Gamma^2/4$ in $D$.

With $k=0.01478\ \mathrm{nm}^{-1}$,

$$\kappa^2=\frac{8\times10^{-7}\times0.1012\times(0.01478)^2}{2\times0.30}=2.95\times10^{-11}\ \mathrm{nm}^{-2},$$

and $f=2.70\times10^5$ nm. The correction $w/(2\sqrt\pi)=0.28\times10^5$ nm moves the estimated focus to $2.99\times10^5$ nm. A numerical ray near the axis crosses it at $2.96\times10^5$ nm.

In that plane, atoms that start 26.6 nm and 53.1 nm from the node land at 2.3 nm and 17.6 nm. The sideways force follows $\sin2kx$ rather than $2kx$, so outer atoms are deflected too little. For a thin, weakly saturated lens the landing position is $x[1-\sin(2kx)/(2kx)]$, which gives 2.6 nm and 19.3 nm, somewhat more than the computed rays.

The crossing lasts about 3.6 excited-state lifetimes, so the steady state is not safely established. Rays were therefore also computed with the time-dependent Bloch equations, starting in the ground state. For the two starting points above, the landing positions differ from those in $U$ by less than 0.01 nm. The near equality of $U$ and $U_g$ at this saturation makes such agreement plausible: rays in $U_g$ land within 0.03 nm of those in $U$, and the Bloch rays fall between the two.

### The model beside a real deposition

Chromium deposition with light near 425 nm produces lines half a wavelength apart, with widths of roughly some tens of nanometres. The focus in this example lies beyond most of the light; a substrate placed at the centre of the beam would need a stronger lens. A real beam breaks the assumptions of one energy and parallel incidence. An effusive source with mean beam energy 0.30 eV has a temperature of about 1740 K, and a quarter of its atoms have less than 0.144 eV. With light and substrate fixed, an atom at that energy starting at 26.6 nm lands at $-20$ nm instead of 2.3 nm; at the upper quartile, 0.404 eV, it lands at 8 nm. An assumed angle of $10^{-4}$ rad shifts the landing by about 30 nm.

Chromium is not a two-level atom either. For a transition from $J=3$ to $J=4$ in linearly polarized light, the sublevel strengths run from 0.58 to 1.33 times their mean. With the example's $s_0$ assigned to the mean strength, the same starting point leads to landings from 12 nm to $-5$ nm.

Further effects were estimated as well. For an ideal lens as wide as one half-wavelength period, diffraction of the atomic wave would give a width of about 10 nm. Here the line is about twice as wide, because the sinusoidal force keeps the outer parts of the wave from adding in phase at the focus: a plane wave propagated through $U$ has a full width at half maximum of 21 nm in the focal plane, against 9 nm for a parabolic potential of the same curvature. One photon recoil shifts the landing by about 5 nm for an atom near the node. Near an antinode, where the light defocuses, a recoil received one beam radius before the centre shifts it by 8 to 9 nm. Each scattering event carries two recoils, one on absorption and one on emission. An atom travelling along an antinode scatters 0.17 photons on average. It makes 0.005 jumps from the ground-like level. An atom arriving parallel to the axis gains a sideways energy of at most $U_0$: its sideways energy plus $U$ increases only while the light grows, and never faster than $U$ itself grows at an antinode. The deflection angle is therefore at most $\sqrt{U_0/E}$, which gives $kv_x/\Gamma<0.19$. The counter-rotating term has a relative size of about $10^{-7}$. Surface diffusion and film growth are not included, so these landing positions are not predicted line widths.

## Computed values

```
GENERAL TESTS (hbar = Gamma = 1)
work, straight path, Delta=1.5: -0.581697
work, bent path, Delta=1.5: -0.581697
work from logarithm, Delta=1.5: -0.581697
travelling-wave force, Omega=1.2, Delta=1.5: 0.11180 k
lag ratio when velocity doubles: 1.992
LENS INPUTS (rough)
wavelength: 425 nm
beam radius w: 100000 nm
atomic mass: 52 u
kinetic energy: 0.30 eV
hbar Gamma: 2.00e-08 eV
hbar Delta: 8.00e-07 eV
peak hbar Omega: 3.60e-07 eV
LENS RESULTS
wave number k: 0.014784 1/nm
speed: 1055 m/s
peak saturation s0: 0.10123
barrier U0, logarithm: 3.8573e-08 eV
barrier U0 / k_B: 4.476e-04 K
barrier, weak-field Delta*s0/2: 4.0494e-08 eV
barrier, ground-like dressed level: 3.8634e-08 eV
kappa^2: 2.9502e-11 1/nm^2
thin-lens focal length: 270453 nm
near-axis focus from ray: 295843 nm
start 26.56 nm: lands 2.306 nm (potential)
start 26.56 nm: lands 2.304 nm (Bloch)
start 53.12 nm: lands 17.572 nm (potential)
start 53.12 nm: lands 17.565 nm (Bloch)
NEGLECTED EFFECTS
source temperature for mean energy: 1741 K
quartile energy 0.144 eV, start 26.56: -20.07 nm
quartile energy 0.404 eV, start 26.56: 8.23 nm
assumed divergence: 1.0e-04 rad
shift by divergence: 29.6 nm
sublevel strength / mean, lowest: 0.583
sublevel strength / mean, highest: 1.333
landing, weakest sublevel, start 26.56: 11.95 nm
landing, strongest, start 26.56: -4.95 nm
de Broglie wavelength: 0.00727 nm
diffraction width, estimate: 10.1 nm
shift by one photon recoil: 5.1 nm
photons scattered at antinode: 0.171
dressed-level jumps at antinode: 0.00520
transit time times Gamma: 3.61
capture angle sqrt(U0/E): 3.59e-04 rad
largest k*v_x/Gamma: 0.184
counter-rotating share: 1.4e-07
```
